# Born charges and dynamical quadrupoles from the long-wavelength charge response of insulators, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From a displacement wave to charge moments

### What fails without the expansion

Phonon and electron–phonon calculations are made on a coarse set of wavevectors and interpolated to a fine one. Interpolation by Fourier series assumes that the quantity is smooth in wavevector $q$. In a polar insulator it is not smooth. A displaced atom carries a dipole, and the potential of a wave of dipoles grows as $1/q$ with an amplitude that depends on the direction of $q$. An interpolation that ignores this gives wrong potentials near $q=0$, where the coupling of carriers to polar modes in a bulk crystal is strongest.

Subtracting the dipole part removes the divergence but not always the discontinuity. The next term is finite at $q\to0$ and still depends on direction. In the macroscopic potential it comes from dynamical quadrupoles. Local potentials driven by the dipole field add a part of the same order. For a rigid-translation-like acoustic wave the dipoles of all atoms cancel, and in a piezoelectric crystal the quadrupoles then supply the leading long-range potential. An interpolation with dipoles alone assigns that potential to short-range terms, which cannot represent it.

The cure is to compute the charge response with the macroscopic field switched off. That response is smooth near $q=0$, its leading Taylor coefficients give the Born charges and quadrupoles, and the macroscopic field can be restored analytically.

### Setting and conventions

The crystal is an insulator at zero temperature. Nuclei are clamped in the displaced positions, electrons follow adiabatically, and they are treated in a mean-field theory: Hartree theory or density functional theory with a local functional. The ionic potentials are local, and the ground state has time-reversal symmetry. The response is linear in the displacement.

Vectors are written in plain italics, Cartesian components carry Greek indices, and repeated Cartesian indices are summed. Lattice vectors are $R_l$, atom $\kappa$ sits at $\tau_\kappa$ in the cell, and the cell volume is $\Omega$. Charge is counted in units of $e>0$, so an electron has charge $-1$.

Sublattice $\kappa$ is displaced along $\beta$ by

$$u_{l}=u\,e^{iq\cdot(R_l+\tau_\kappa)} .\tag{1}$$

The phase is taken at the position of the atom itself. A complex displacement is a shorthand for two real ones, which linearity permits. The induced charge density has the Bloch form

$$\delta\rho(r)=u\,e^{iq\cdot r}\,\rho^{q}_{\kappa\beta}(r),\tag{2}$$

where $\rho^q$ has the period of the lattice. Its cell average is $\bar\rho_{\kappa\beta}(q)$. The aim is the expansion of this average in powers of $q$.

"Zero macroscopic field" has a precise meaning here. Charge at wavevector $q+G$, with $G$ a reciprocal-lattice vector, produces a Coulomb potential proportional to $1/|q+G|^2$. The term $G=0$ is dropped, for the total charge of ions and electrons together. All terms with $G\neq0$, the local fields, are kept.

### From one atom to a wave

Let $F_{\kappa\beta}(x)$ be the charge density induced per unit displacement of a single atom, as a function of the distance $x$ from that atom. By linearity and lattice translation,

$$\delta\rho(r)=u\sum_l e^{iq\cdot(R_l+\tau_\kappa)}F_{\kappa\beta}(r-R_l-\tau_\kappa).$$

Dividing by $u\,e^{iq\cdot r}$ gives

$$\rho^q_{\kappa\beta}(r)=\sum_l e^{-iq\cdot(r-R_l-\tau_\kappa)}F_{\kappa\beta}(r-R_l-\tau_\kappa).$$

The average is $1/\Omega$ times the integral over one cell. Integrating over one cell and summing over all lattice translations is the same as integrating once over all space. Therefore

$$\bar\rho_{\kappa\beta}(q)=\frac{f_{\kappa\beta}(q)}{\Omega},\qquad f_{\kappa\beta}(q)=\int F_{\kappa\beta}(x)\,e^{-iq\cdot x}\,d^3x .\tag{3}$$

Since $F$ is real, $f(-q)=f(q)^*$. The real part of $f$ is even in $q$ and the imaginary part is odd.

One caution concerns $F$ itself. If the $G=0$ Coulomb term is dropped abruptly for every $q$ in the Brillouin zone, the rule changes discontinuously at the zone boundary and $F$ acquires slowly decaying tails. Its moments are then defined as derivatives of $f$ at $q=0$. If instead the macroscopic Coulomb term is suppressed near $q=0$ and restored smoothly at larger $q$, the moments are ordinary integrals. Part 2 shows that this choice does not affect the two moments wanted here.

### Why the zero-field response is smooth

For spin-paired electrons the density response to a change of the total potential energy is

$$\chi^0_{GG'}=\frac{4}{N_k\Omega}\sum_{k,v,c}\frac{M_{vc}(G)\,M_{vc}(G')^*}{\varepsilon_{vk}-\varepsilon_{c,k+q}},\tag{4}$$

$$M_{vc}(G)=\langle vk|e^{-i(q+G)\cdot r}|c,k+q\rangle .$$

Here $v$ runs over filled bands, $c$ over empty ones, and $N_k$ is the number of $k$ points. The factor 4 is 2 for spin times 2 for the two halves of the first-order density, equal after the sum over $k$ by time reversal. A gap keeps the denominators away from zero, and the sums depend on the filled and empty subspaces as wholes, which vary smoothly with $k$ when a gap separates them.

The displacement (1) changes the ionic potential energy $\sum_l v_\kappa(r-R_l-\tau_\kappa)$ by $-u_l\partial_\beta v_\kappa$ at each site. A derivative becomes $i(q+G)_\beta$ in Fourier space, so the component at $q+G$, per unit $u$, is

$$w_G=-\frac{i}{\Omega}(q+G)_\beta\,v_\kappa(q+G)\,e^{-iG\cdot\tau_\kappa}.\tag{5}$$

The phase $e^{-i(q+G)\cdot\tau_\kappa}$ from the atomic position has been multiplied by $e^{iq\cdot\tau_\kappa}$ from (1). In the component $G=0$, the Coulomb part of $v_\kappa$ is absent and a finite short-range part may remain.

Let $\bar K$ be the interaction between electrons without its $G=0$ Coulomb element, including the exchange–correlation kernel if there is one. The induced electron density obeys $n=\chi^0(w+\bar Kn)$, hence

$$n=\bar\chi\,w,\qquad \bar\chi=(1-\chi^0\bar K)^{-1}\chi^0.\tag{6}$$

Near $q=0$ every ingredient is analytic: $1/|q+G|^2$ is regular for $G\neq0$, and the inverse exists if the ground state is stable. So $f(q)$ has a Taylor series. Analyticity near zero says nothing about large $q$, so the range in which a truncated series is useful must be tested.

### The expansion

Expanding the exponential in (3) gives

$$f_{\kappa\beta}=\int F\,d^3x-iq_\alpha\!\int x_\alpha F\,d^3x-\tfrac12q_\alpha q_\gamma\!\int x_\alpha x_\gamma F\,d^3x+\dots$$

The factor $-\tfrac12$ is $(-i)^2/2!$. The zeroth moment vanishes because moving an atom creates no net charge. The same follows from (4): at $G=0$ and $q\to0$, $M_{vc}$ becomes the overlap of two orthogonal states, so the average electron density does not respond, and the ionic contribution $-iq_\beta$ times the ion charge vanishes as well. With

$$Z_{\kappa,\alpha\beta}=\int x_\alpha F_{\kappa\beta}\,d^3x,\qquad Q^{\alpha\gamma}_{\kappa\beta}=\int x_\alpha x_\gamma F_{\kappa\beta}\,d^3x,\tag{7}$$

the result is

$$\boxed{\bar\rho_{\kappa\beta}(q)=\frac1\Omega\Big[-iq_\alpha Z_{\kappa,\alpha\beta}-\tfrac12q_\alpha q_\gamma Q^{\alpha\gamma}_{\kappa\beta}+O(q^3)\Big]}\tag{8}$$

The tensor $Q$ is symmetric in $\alpha\gamma$, and its trace is kept. A traceless quadrupole would not reproduce (8), because the trace contributes a charge proportional to $q^2$.

### The first moment is the Born charge

The Born charge is defined as $\Omega$ times the change of polarization per unit displacement of a whole sublattice at zero macroscopic field. To connect it with (7), let the wave amplitude grow slowly from zero to $u$. Charge conservation reads $\partial_t\rho=-\nabla\cdot j$. For the cell-averaged wave components, $\nabla$ becomes $iq$. Integration over time gives

$$u\,\bar\rho(q)=-iq_\alpha P_\alpha(q),\qquad P_\alpha(q)=\int\bar j_\alpha\,dt .\tag{9}$$

As $q\to0$ the displacement becomes uniform. Because the $G=0$ Coulomb term is absent throughout, the limit of $P_\alpha$ is the polarization produced by a uniform sublattice displacement without a macroscopic field. By definition this is $Z_{\kappa,\alpha\beta}u/\Omega$. Equation (9) then gives $-iq_\alpha Z_{\kappa,\alpha\beta}/\Omega$, the first term of (8). With the macroscopic field present, the term linear in $q$ would be screened, in general by a factor that depends on the direction of $q$.

The second order can be read in the same way. Write

$$P_\alpha(q)=\frac u\Omega\big[Z_{\alpha\beta}-iq_\gamma P^{\gamma}_{\alpha\beta}+\dots\big].$$

Insertion in (9) produces $-q_\alpha q_\gamma P^\gamma_{\alpha\beta}/\Omega$, since $(-i)^2=-1$. Comparison with (8), after symmetrizing in $\alpha\gamma$, gives

$$Q^{\alpha\gamma}_\beta=P^\gamma_{\alpha\beta}+P^\alpha_{\gamma\beta}.\tag{10}$$

The charge density thus fixes the symmetric part of the polarization response to a gradient. The antisymmetric part describes currents that leave no charge, and it cannot be recovered from $\bar\rho$.

### What a dynamical quadrupole is

Consider a point charge $c$ at position $s$ relative to the atom, and suppose that it moves by $m_{\alpha\beta}u_\beta$ when the atom moves by $u_\beta$. Its contribution to $F$ is $-c\,m_{\alpha\beta}\partial_\alpha\delta(x-s)$. Integration by parts gives

$$Z_{\alpha\beta}=c\,m_{\alpha\beta},\qquad Q^{\alpha\gamma}_\beta=c\,(s_\alpha m_{\gamma\beta}+s_\gamma m_{\alpha\beta}).\tag{11}$$

The atom need not have a static quadrupole. It is enough that charge moves somewhere off the nucleus in an unbalanced way. If the atom carries a rigid cloud with dipole $p$, then $m$ is the unit matrix and $Q^{\alpha\gamma}_\beta=p_\alpha\delta_{\gamma\beta}+p_\gamma\delta_{\alpha\beta}$: a moving dipole produces a quadrupole.

### Origin, phase and symmetry

If moments are taken about a point displaced by $d$ from the atom, then $x$ is replaced by $x-d$ in (7). Because the total charge of $F$ is zero, $Z$ is unchanged. The second moment becomes

$$\int(x_\alpha-d_\alpha)(x_\gamma-d_\gamma)F\,d^3x=Q^{\alpha\gamma}_\beta-d_\alpha Z_{\gamma\beta}-d_\gamma Z_{\alpha\beta}.\tag{12}$$

The phase convention can cause such a shift. If a code displaces atoms by $u\,e^{iq\cdot R_l}$, its response is (8) times $e^{-iq\cdot\tau_\kappa}$. The product of $-iq_\alpha Z_{\alpha\beta}$ and $-iq_\gamma\tau_\gamma$ is $-q_\alpha q_\gamma\tau_\gamma Z_{\alpha\beta}$. The apparent quadrupole is therefore $Q^{\alpha\gamma}_\beta+\tau_\alpha Z_{\gamma\beta}+\tau_\gamma Z_{\alpha\beta}$, which is (12) with $d=-\tau_\kappa$. It must be converted before it is used with (1).

If the atom is an inversion centre, inversion turns displacement $u$ into $-u$ and $x$ into $-x$. Hence $F(-x)=-F(x)$, and $Q=0$. A centrosymmetric crystal may still contain atoms with quadrupoles at sites that are not inversion centres. Inversion then pairs atoms with opposite $Q$, and the sum over the cell vanishes.

### Sums over the cell

A uniform translation of all atoms carries the neutral crystal along and produces no polarization change, so

$$\sum_\kappa Z_{\kappa,\alpha\beta}=0.\tag{13}$$

Now let every sublattice follow (1) with the same $u_\beta$. This is an acoustic wave whose atoms follow the local deformation without further internal relaxation. Its displacement gradient is $\partial_\gamma u_\beta=iq_\gamma u_\beta$. Let $e_{\alpha\beta\gamma}$ be the zero-field polarization $P_\alpha$ per unit gradient. The charge is $-iq_\alpha P_\alpha=q_\alpha q_\gamma e_{\alpha\beta\gamma}u_\beta$. The dipole terms in (8) cancel by (13), and comparison of the rest gives

$$e_{\alpha\beta\gamma}+e_{\gamma\beta\alpha}=-\frac1\Omega\sum_\kappa Q^{\alpha\gamma}_{\kappa\beta}.\tag{14}$$

For a purely longitudinal problem this is $e=-\sum_\kappa Q_\kappa/(2\Omega)$. It is the clamped-ion piezoelectric response. A measured constant also contains internal relaxation of the atoms, which adds a term involving $Z$.

## Part 2. Restoring the field, extracting the tensors, and a worked model

### Symbols and results carried over

Sublattice $\kappa$ is displaced along $\beta$ by $u\,e^{iq\cdot(R_l+\tau_\kappa)}$. With the $G=0$ Coulomb term removed, the cell-averaged charge per unit displacement is $\bar\rho=f(q)/\Omega$, in units of $e$, with

$$f_{\kappa\beta}(q)=-iq_\alpha Z_{\kappa,\alpha\beta}-\tfrac12q_\alpha q_\gamma Q^{\alpha\gamma}_{\kappa\beta}+O(q^3).\tag{15}$$

$Z$ is the Born charge and $Q$ the second moment about the atom. The zero-field density response of the electrons is $\bar\chi_{GG'}$, and $\bar\chi$ without indices now means its element $G=G'=0$. The Born charges sum to zero over the cell. In a longitudinal problem the clamped-ion piezoelectric response is $e=-\sum_\kappa Q_\kappa/(2\Omega)$.

With the macroscopic field switched off, the charge induced by a displacement wave has a Taylor series in $q$ whose first two terms give the Born charges and the dynamical quadrupoles. It remains to restore the field, extract the tensors in practice, and test the expansion on a worked model.
